# The angular overlap matrix and energy levels of a d shell, part 2

A metal ion at the origin has five d orbitals with a common radial function, and a ligand lies along $\mathbf n=(\sin\theta\cos\phi,\ \sin\theta\sin\phi,\ \cos\theta)$. On the unit sphere the real, orthonormal angular parts, in the order used throughout, are

$$d_{z^2}=N\frac{2z^2-x^2-y^2}{2\sqrt3},\quad d_{yz}=Nyz,\quad d_{xz}=Nxz,$$
$$d_{xy}=Nxy,\quad d_{x^2-y^2}=N\frac{x^2-y^2}{2},\qquad N=\sqrt{\frac{15}{4\pi}}.$$

Rotations are active and right-handed, $\hbar=1$, $c=\cos2\theta$, $s=\sin2\theta$, and $R=R_z(\phi)R_y(\theta)R_z(\psi)$. The columns of $R$ are the local axes $\mathbf x',\mathbf y',\mathbf z'$, with $\mathbf z'=\mathbf n$; $\psi$ turns $\mathbf x'$ and $\mathbf y'$ about the bond. The local orbitals $d'_\lambda(\mathbf r)=d_\lambda(R^{-1}\mathbf r)$ define the real orthogonal angular overlap matrix $F$ by $d'_\lambda=\sum_i d_iF_{i\lambda}$, so $F_{i\lambda}=\langle d_i|d'_\lambda\rangle$. Its columns are labelled $\sigma,\pi_y,\pi_x,\delta,\delta'$ for $z'^2,\ y'z',\ x'z',\ x'y',\ x'^2-y'^2$.

Part (a) gave

$$F(\phi,\theta,\psi)=F_z(\phi)\,F_y(\theta)\,F_z(\psi).$$

From part (b), $F_z(\phi)$ leaves $d_{z^2}$ fixed and sends

$$d_{xz}\to d_{xz}\cos\phi+d_{yz}\sin\phi,\qquad d_{yz}\to -d_{xz}\sin\phi+d_{yz}\cos\phi,$$
$$d_{x^2-y^2}\to d_{x^2-y^2}\cos2\phi+d_{xy}\sin2\phi,$$
$$d_{xy}\to-d_{x^2-y^2}\sin2\phi+d_{xy}\cos2\phi .$$

The generator of rotations about $y$ is $\hat A=-iL_y$. Its matrix $A$ splits into an even block on $(z^2,xz,x^2-y^2)$ and an odd block on $(yz,xy)$, each column listing the image of one basis function:

$$A_e=\begin{pmatrix}0&-\sqrt3&0\\ \sqrt3&0&-1\\0&1&0\end{pmatrix},\qquad A_o=\begin{pmatrix}0&-1\\1&0\end{pmatrix}.$$

The harmonics $Y_m\equiv Y_{2m}$ are $Y_0=d_{z^2}$, $Y_{\pm1}=\mp Nz(x\pm iy)/\sqrt2$ and $Y_{\pm2}=N(x\pm iy)^2/(2\sqrt2)$, so that

$$d_{xz}=\frac{Y_{-1}-Y_1}{\sqrt2},\qquad d_{x^2-y^2}=\frac{Y_{-2}+Y_2}{\sqrt2},$$

and $d^2_{m'm}(\theta)=\langle m'|e^{-i\theta L_y}|m\rangle$.

## (c) Sum the exponential $F_y(\theta)=e^{\theta A}$. Find $F_{z^2,\sigma}$, explain which angles appear in it, and locate its zero.

**Solution.** Apply $\hat A$ twice. One finds $\hat A^2d_{z^2}=\sqrt3\,d_{x^2-y^2}-3d_{z^2}$, $\hat A^2d_{xz}=-d_{xz}-3d_{xz}$ and $\hat A^2d_{x^2-y^2}=-d_{x^2-y^2}+\sqrt3\,d_{z^2}$, so

$$A_e^2=\begin{pmatrix}-3&0&\sqrt3\\0&-4&0\\ \sqrt3&0&-1\end{pmatrix}.$$

A third application gives $\hat A^3d_{z^2}=(-\sqrt3-3\sqrt3)d_{xz}=-4\hat Ad_{z^2}$, $\hat A^3d_{xz}=-4\hat Ad_{xz}$ and $\hat A^3d_{x^2-y^2}=(1+3)d_{xz}=-4\hat Ad_{x^2-y^2}$. Hence $A_e^3=-4A_e$, and by induction $A_e^{2k+1}=(-4)^kA_e$ and $A_e^{2k}=(-4)^{k-1}A_e^2$ for $k\ge1$. The two partial series are

$$\sum_{k\ge0}\frac{(-4)^k\theta^{2k+1}}{(2k+1)!}=\frac{\sin2\theta}{2},\qquad \sum_{k\ge1}\frac{(-4)^{k-1}\theta^{2k}}{(2k)!}=\frac{1-\cos2\theta}{4},$$

since $(-4)^k\theta^{2k+1}=\frac12(-1)^k(2\theta)^{2k+1}$ and $(-4)^{k-1}\theta^{2k}=-\frac14(-1)^k(2\theta)^{2k}$. Thus $e^{\theta A_e}=1+\frac s2A_e+\frac{1-c}{4}A_e^2$. The diagonal elements are $1-\frac34(1-c)$, $1-(1-c)$ and $1-\frac14(1-c)$, and

$$e^{\theta A_e}=\begin{pmatrix}\frac{1+3c}{4}&-\frac{\sqrt3}{2}s&\frac{\sqrt3}{4}(1-c)\\[2pt] \frac{\sqrt3}{2}s&c&-\frac s2\\[2pt] \frac{\sqrt3}{4}(1-c)&\frac s2&\frac{3+c}{4}\end{pmatrix}.$$

For the odd block $A_o^2=-1$, so $e^{\theta A_o}=\cos\theta+A_o\sin\theta$, which sends $d_{yz}\to d_{yz}\cos\theta+d_{xy}\sin\theta$ and $d_{xy}\to-d_{yz}\sin\theta+d_{xy}\cos\theta$.

Both $F_z$ factors leave $d_{z^2}$ fixed and mix no other orbital into it, so for all $\phi$ and $\psi$

$$F_{z^2,\sigma}=\frac{1+3\cos2\theta}{4}=\frac{3\cos^2\theta-1}{2}=P_2(\cos\theta)=d^2_{00}(\theta),$$

where $\cos2\theta=2\cos^2\theta-1$ was used. Re-expanding the first column in harmonics gives the other elements with $m=0$: $d^2_{\pm1,0}=\mp\frac{\sqrt3}{2\sqrt2}s=\mp\sqrt{3/8}\,\sin2\theta$ and $d^2_{\pm2,0}=\frac{\sqrt3}{4\sqrt2}(1-c)=\sqrt{3/8}\,\sin^2\theta$.

The relation $A_e^3=-4A_e$ reads $L_y(L_y^2-4)=0$ on the even block. The real antisymmetric $A_e$ is nonzero and has zero trace, so the eigenvalues of $L_y$ there are $0,\pm2$, and only a constant and $e^{\mp2i\theta}$ can occur. The odd block carries $\pm1$ and the single angle. The number 3 is $\langle L_y^2\rangle$ in $d_{z^2}$: $\langle L_x^2+L_y^2\rangle=6-0$, shared equally because the orbital is symmetric about $z$. If $w$ is the total weight of $m_y=\pm2$ in $d_{z^2}$, then $4w=3$. The two values have equal weight because $\langle L_y\rangle=iA_{z^2,z^2}=0$, and the matrix element is $(1-w)+w\cos2\theta=\frac14+\frac34\cos2\theta$.

The factor is $1$ on the axis, $-\frac12$ in the $xy$ plane, where the ligand meets the ring of opposite sign, and zero for $\cos2\theta=-\frac13$, that is $\theta=54.7356^\circ$ and its mirror image $125.2644^\circ$, the two halves of the nodal cone of $d_{z^2}$. It is an amplitude; energies contain products of two such factors.

## (d) Write the full matrix for $\psi=0$ and give the σ column a direct interpretation.

**Solution.** Each column of $F_y(\theta)$ expands a tilted orbital in the $d_i$; the factor $F_z(\phi)$ then replaces each $d_i$ by its image from part (b). For example, $d_{yz}\cos\theta+d_{xy}\sin\theta$ becomes $\cos\theta(-d_{xz}\sin\phi+d_{yz}\cos\phi)+\sin\theta(-d_{x^2-y^2}\sin2\phi+d_{xy}\cos2\phi)$. In the order $(z^2,yz,xz,xy,x^2-y^2)$ the columns are

$$\sigma:\ \left(\tfrac{1+3c}{4},\ \tfrac{\sqrt3}{2}s\sin\phi,\ \tfrac{\sqrt3}{2}s\cos\phi,\ \tfrac{\sqrt3}{4}(1-c)\sin2\phi,\ \tfrac{\sqrt3}{4}(1-c)\cos2\phi\right)$$
$$\pi_y:\ \left(0,\ \cos\theta\cos\phi,\ -\cos\theta\sin\phi,\ \sin\theta\cos2\phi,\ -\sin\theta\sin2\phi\right)$$
$$\pi_x:\ \left(-\tfrac{\sqrt3}{2}s,\ c\sin\phi,\ c\cos\phi,\ \tfrac s2\sin2\phi,\ \tfrac s2\cos2\phi\right)$$
$$\delta:\ \left(0,\ -\sin\theta\cos\phi,\ \sin\theta\sin\phi,\ \cos\theta\cos2\phi,\ -\cos\theta\sin2\phi\right)$$
$$\delta':\ \left(\tfrac{\sqrt3}{4}(1-c),\ -\tfrac s2\sin\phi,\ -\tfrac s2\cos\phi,\ \tfrac{3+c}{4}\sin2\phi,\ \tfrac{3+c}{4}\cos2\phi\right)$$

For $\psi\neq0$, multiplication on the right by $F_z(\psi)$ mixes the two π columns through the angle $\psi$ and the two δ columns through $2\psi$, and leaves the σ column alone.

Because $F^{-1}=F^T$, the definition inverts to $d_i(\mathbf r)=\sum_\lambda F_{i\lambda}d_\lambda(R^{-1}\mathbf r)$. At $\mathbf r=\mathbf n$ the argument is $\mathbf e_z$, where only $d_{z^2}$ is nonzero, with value $N/\sqrt3=\sqrt{5/4\pi}$. Hence

$$F_{i\sigma}=\sqrt{4\pi/5}\;d_i(\mathbf n).$$

The σ factor of an orbital is its value in the ligand direction, relative to the value of $d_{z^2}$ on its own axis. Since $\sqrt{4\pi/5}\,N=\sqrt3$, the $yz$ entry is $\sqrt3\sin\theta\cos\theta\sin\phi=\frac{\sqrt3}{2}s\sin\phi$ and the $xy$ entry is $\sqrt3\sin^2\theta\sin\phi\cos\phi=\frac{\sqrt3}{4}(1-c)\sin2\phi$, as in the column above.

## (e) Let $v$ be the one-electron operator by which a ligand acts on the d shell. Under what conditions is it diagonal in the local orbitals? Find $V_{ij}=\langle d_i|v|d_j\rangle$, and state when ligand contributions add.

**Solution.** Suppose $v$ has $C_{\infty v}$ symmetry about the bond. From $[v,L_{z'}]=0$ follows $(m'-m)\langle m'|v|m\rangle=0$, so $v$ is diagonal in the local harmonics, with values $e_m$. The mirror $y'\to-y'$ maps $Y_m$ to $(-1)^mY_{-m}$, as the explicit forms in part (b) show, and leaves $v$ unchanged, so $e_m=e_{-m}$. On each pair $\pm m$ the operator is a multiple of the unit matrix and stays so in the real combinations. The local matrix is $E=\mathrm{diag}(e_\sigma,e_\pi,e_\pi,e_\delta,e_\delta)$. This symmetry is sufficient but not necessary. An $n$-fold axis allows couplings only when $m'-m$ is a multiple of $n$, and $|m'-m|\le4$, so $C_{nv}$ with $n\ge5$ gives the same form. $C_{4v}$, with a mirror in the $x'z'$ plane, stays diagonal but splits the δ pair, and $C_{3v}$ can mix π with δ orbitals. Inserting the complete local set on both sides of $v$,

$$V_{ij}=\sum_\lambda\langle d_i|d'_\lambda\rangle e_\lambda\langle d'_\lambda|d_j\rangle=\sum_\lambda F_{i\lambda}F_{j\lambda}e_\lambda,\qquad V=FEF^T .$$

In particular $V_{z^2,z^2}=\left(\frac{1+3c}{4}\right)^2e_\sigma+\frac34s^2e_\pi+\frac3{16}(1-c)^2e_\delta$. The matrix $F_z(\psi)$ acts within the degenerate pairs, so $F_z(\psi)EF_z(\psi)^T=E$ and $\psi$ drops out. Orthogonality of $F$ makes the eigenvalues for one ligand the $e_\lambda$ at any position, and $\mathrm{Tr}\,V=e_\sigma+2e_\pi+2e_\delta$.

For local $C_{2v}$ symmetry the relation $V=FV_{\rm loc}F^T$ remains exact, but $V_{\rm loc}$ has more freedom. The orbitals $x'z'$, $y'z'$ and $x'y'$ differ in their parities under the two mirrors, so they do not mix, and nothing forces $e_{\pi x}=e_{\pi y}$; $\psi$ then matters. The orbitals $z'^2$ and $x'^2-y'^2$ are both even under both mirrors and may mix. Two axial sources at $(\theta,0)$ and $(\theta,180^\circ)$ form such a ligand. The rows of part (d), with $s^2=(1-c)(1+c)$, give

$$V_{z^2,x^2-y^2}=\tfrac{\sqrt3}{8}(1-c)\left[(1+3c)e_\sigma-4(1+c)e_\pi+(3+c)e_\delta\right],$$

which is nonzero in general and vanishes when $\theta=0$ or all three $e_\lambda$ are equal. A diagonal $V_{\rm loc}$ for a $C_{2v}$ ligand is an assumption of the model.

If the total perturbation is a sum of fixed one-electron potentials, matrix elements within the d shell add exactly, and when each potential is axial about its own bond the sum is

$$V_{ij}=\sum_{L}\sum_\lambda F^{L}_{i\lambda}F^{L}_{j\lambda}e^{L}_\lambda .$$

For covalent mixing, let $\chi_\lambda$ be a ligand orbital that transforms about the bond as $d'_\lambda$ does. The overlap operator has the symmetry used above, so $\langle d'_\mu|\chi_\lambda\rangle=\delta_{\mu\lambda}S_\lambda$, with $S_\lambda$ fixed by the bond length and the radial functions and independent of the ligand direction, and $\langle d_i|\chi_\lambda\rangle=F_{i\lambda}S_\lambda$. Collect these for all ligands in a matrix $\mathsf S$. Take a model with an orthogonal basis, d levels at $0$, ligand levels at $-\Delta$, coupling $k\mathsf S$ and no ligand–ligand coupling. The equations for the metal and ligand coefficients are $\varepsilon a=k\mathsf Sb$ and $(\varepsilon+\Delta)b=k\mathsf S^Ta$. Eliminating $b$ gives $\varepsilon(\varepsilon+\Delta)a=Ma$ with $M=k^2\mathsf S\mathsf S^T$. For an eigenvalue $\mu$ of $M$, iterating $\varepsilon=\mu/(\Delta+\varepsilon)$ once gives

$$\varepsilon=\frac\mu\Delta-\frac{\mu^2}{\Delta^3}+\dots$$

The leading term is the spectrum of $M/\Delta$. The product $\mathsf S\mathsf S^T$ sums over ligand orbitals, so this is the additive form with $e_\lambda=k^2S_\lambda^2/\Delta$. The next term involves $M^2$, which has products between different ligands. It is of order $k^4$, and of size $\mu/\Delta^2$ relative to the additive energy. Its single-ligand part can be absorbed into the $e_\lambda$, but its cross products cannot. In a general geometry, the octahedron included, additivity in this model therefore holds only to second order in the coupling. The exception is a geometry in which the columns of $\mathsf S$ for different ligands are orthogonal, as for two σ-only ligands $54.7^\circ$ apart, where $\sum_iF^{L}_{i\sigma}F^{L'}_{i\sigma}$, which equals $P_2$ of the cosine of the angle between them, vanishes; there the levels are additive exactly, with the exact single-ligand $e_\sigma$.

## (f) For identical axial ligands at equal distance, find the d levels of the octahedron and of the $D_{2d}$ arrangement $(\theta,45^\circ)$, $(\theta,225^\circ)$, $(180^\circ-\theta,135^\circ)$, $(180^\circ-\theta,315^\circ)$. Compare the tetrahedral and octahedral splittings.

**Solution.** *Octahedron.* The mirrors $x\to-x$, $y\to-y$, $z\to-z$ give $xy$, $yz$ and $xz$ parities distinct from one another and from the other two orbitals, and $x\leftrightarrow y$ separates $z^2$ from $x^2-y^2$, so $V$ is diagonal and only squares of $F$ are needed. For the two axial ligands ($c=1$, $s=0$, $\phi=0$) $F$ is diagonal with entries $\pm1$; together they give $2e_\sigma$ to $z^2$, $2e_\pi$ to $yz$ and to $xz$, $2e_\delta$ to $xy$ and to $x^2-y^2$. Each equatorial ligand ($c=-1$, $s=0$, $\sin2\phi=0$) gives $\frac14e_\sigma+\frac34e_\delta$ to $z^2$, $\frac34e_\sigma+\frac14e_\delta$ to $x^2-y^2$, $e_\pi$ to $xy$, and $e_\pi\sin^2\phi+e_\delta\cos^2\phi$ to $yz$, with sine and cosine exchanged for $xz$. Over four ligands $\sum\sin^2\phi=\sum\cos^2\phi=2$. The totals are $3e_\sigma+3e_\delta$ for $z^2$ and $x^2-y^2$, and $4e_\pi+2e_\delta$ for the other three, so $\Delta_o=3e_\sigma-4e_\pi+e_\delta$.

*$D_{2d}$.* The ligand set is invariant under $C_2(z)$, the mirror $x\leftrightarrow y$, and $S_4$, whose substitution is $(x,y,z)\to(-y,x,-z)$. Under $C_2(z)$, $yz$ and $xz$ are odd and the rest even. The signs under ($S_4$, mirror) are $(+,+)$ for $z^2$, $(-,+)$ for $xy$ and $(-,-)$ for $x^2-y^2$, so these three do not mix. The mirror gives $V_{xz,xz}=V_{yz,yz}$. Since $S_4$ sends $xz\to yz$ and $yz\to-xz$, $V_{xz,yz}=-V_{yz,xz}$, which is zero for a symmetric matrix. Again $V$ is diagonal. Under $\theta\to180^\circ-\theta$, $c$ and $\sin\theta$ are unchanged while $s$ and $\cos\theta$ change sign, so squares are unchanged. All four ligands have $\sin^2\phi=\cos^2\phi=\frac12$, $\sin^22\phi=1$, $\cos2\phi=0$. Each level is four times the squared row of one ligand:

$$E_{z^2}=\tfrac14(1+3c)^2e_\sigma+3s^2e_\pi+\tfrac34(1-c)^2e_\delta,$$
$$E_{yz}=E_{xz}=\tfrac32s^2e_\sigma+2(c^2+\cos^2\theta)e_\pi+\left(\tfrac12s^2+2\sin^2\theta\right)e_\delta,$$
$$E_{xy}=\tfrac34(1-c)^2e_\sigma+s^2e_\pi+\tfrac14(3+c)^2e_\delta,$$
$$E_{x^2-y^2}=4\sin^2\theta\,e_\pi+4\cos^2\theta\,e_\delta .$$

*Tetrahedron.* The two upper ligands have $\mathbf n_1\cdot\mathbf n_2=\cos^2\theta-\sin^2\theta=c$, and an upper and a lower one have $-\cos^2\theta=-(1+c)/2$. These are equal for $c=-\frac13$, the nodal angle of part (c). Then $s^2=\frac89$, $\cos^2\theta=\frac13$, $\sin^2\theta=\frac23$. Both $z^2$ and $x^2-y^2$ lie at $\frac83e_\pi+\frac43e_\delta$. For $xy$ the coefficients are $\frac34\cdot\frac{16}{9}=\frac43$, $\frac89$ and $\frac14\cdot\frac{64}{9}=\frac{16}{9}$; for $yz$ they are $\frac32\cdot\frac89=\frac43$, $2(\frac19+\frac13)=\frac89$ and $\frac49+\frac43=\frac{16}9$. The triplet energy minus the doublet energy is

$$\Delta_t=\tfrac43e_\sigma-\tfrac{16}{9}e_\pi+\tfrac49e_\delta=\tfrac49\Delta_o ,$$

where $\Delta_o$ is doublet minus triplet, so the order of doublet and triplet is reversed from the octahedron; the tetrahedral triplet is the upper level when $3e_\sigma-4e_\pi+e_\delta>0$. The ratio is derived with the same $e_\lambda$ in both geometries, as for the same ligand at the same distance. Only the combination $3e_\sigma-4e_\pi+e_\delta$ enters, and the ratio departs from $\frac49$ when this combination differs between the two geometries.

These are one-electron energies within a pure d shell. Electron repulsion and spin–orbit coupling must be added separately. In $D_{2d}$ the orbital $z^2$ is totally symmetric and can mix with a metal s orbital outside the five-function space, which this model omits; at the tetrahedral angle it belongs to the doublet and the mixing is forbidden. For $0<\theta<90^\circ$, the tetrahedral angle included, the four-ligand arrangement has no inversion centre, and $yz$, $xz$ and $xy$ can mix with the metal p orbitals, which the model also omits. The octahedron and the square-planar limit $\theta=90^\circ$ have an inversion centre, which forbids this mixing.

## (g) Take the model values $e_\sigma=5000\ \mathrm{cm^{-1}}$, $e_\pi=1000\ \mathrm{cm^{-1}}$, $e_\delta=0$. Evaluate $F$ and $V$ for one ligand at $\theta=60^\circ$, $\phi=30^\circ$, and the levels of the three geometries, with $\theta=60^\circ$ for $D_{2d}$.

**Solution.** The inputs are $\sin\theta=0.8660$, $\cos\theta=0.5$, $s=0.8660$, $c=-0.5$, $\sin\phi=0.5$, $\cos\phi=0.8660$, $\sin2\phi=0.8660$, $\cos2\phi=0.5$. In the σ column, $(1-1.5)/4=-0.1250$; $\frac{\sqrt3}{2}s=0.75$, which times $\sin\phi$ and $\cos\phi$ gives $0.3750$ and $0.6495$; $\frac{\sqrt3}{4}(1.5)=0.6495$, which times $\sin2\phi$ and $\cos2\phi$ gives $0.5625$ and $0.3248$. The other columns follow from part (d) in the same way:

$$F=\begin{pmatrix}-0.1250&0&-0.7500&0&0.6495\\0.3750&0.4330&-0.2500&-0.7500&-0.2165\\0.6495&-0.2500&-0.4330&0.4330&-0.3750\\0.5625&0.4330&0.3750&0.2500&0.5413\\0.3248&-0.7500&0.2165&-0.4330&0.3125\end{pmatrix}.$$

The $z^2$ σ factor is small and negative because the ligand lies just past the nodal cone; its square is $0.0156$, against $0.5625$ for the summed π squares. Two elements of $V$, in $\mathrm{cm^{-1}}$, are

$$V_{z^2,z^2}=5000(-0.1250)^2+1000\left[0+(-0.7500)^2\right]=640.6,$$
$$V_{z^2,xy}=5000(-0.1250)(0.5625)+1000\left[0+(-0.7500)(0.3750)\right]=-632.8 .$$

The whole matrix is

$$V=\begin{pmatrix}640.6&-46.9&-81.2&-632.8&-365.4\\-46.9&953.1&1217.8&1148.4&230.0\\-81.2&1217.8&2359.4&1556.1&1148.4\\-632.8&1148.4&1556.1&1910.2&669.8\\-365.4&230.0&1148.4&669.8&1136.7\end{pmatrix}.$$

The diagonal sums to $7000.0=5000+2(1000)$. The eigenvalues are $0,0,1000,1000,5000\ \mathrm{cm^{-1}}$, with the columns of $F$ as eigenvectors. The diagonal elements are not energy levels, since the global axes are not symmetry axes of a single ligand at this position. The decimals serve only to trace the arithmetic of round parameters.

For $D_{2d}$ at $60^\circ$, a tetrahedron flattened along $z$, $s^2=0.75$:

- $z^2$: $\frac14(-0.5)^2=0.0625$ and $3(0.75)=2.25$, so $0.0625(5000)+2.25(1000)=2562.5\ \mathrm{cm^{-1}}$.
- $yz$, $xz$: $1.5(0.75)=1.125$ and $2(0.25+0.25)=1$, so $6625.0\ \mathrm{cm^{-1}}$.
- $xy$: $0.75(1.5)^2=1.6875$ and $0.75$, so $9187.5\ \mathrm{cm^{-1}}$.
- $x^2-y^2$: $0$ and $4(0.75)=3$, so $3000.0\ \mathrm{cm^{-1}}$.

The sum is $28000=4(7000)$. The tetrahedron has the doublet at $\frac83(1000)=2666.7$ and the triplet at $\frac43(5000)+\frac89(1000)=7555.6$, so $\Delta_t=4888.9\ \mathrm{cm^{-1}}$. The octahedron has $15000$ and $4000$, so $\Delta_o=11000\ \mathrm{cm^{-1}}$ and $\Delta_t/\Delta_o=0.4444$. Multiplied by $hc$, these are $0.606$ eV and $1.364$ eV, and the total $D_{2d}$ spread of $9187.5-2562.5=6625.0\ \mathrm{cm^{-1}}$ is $0.821$ eV.

Flattening splits the triplet by $E_{xy}-E_{xz}=2562.5\ \mathrm{cm^{-1}}$ and the doublet by $E_{x^2-y^2}-E_{z^2}=437.5\ \mathrm{cm^{-1}}$. The orbital $z^2$ falls below its tetrahedral energy although it gains σ interaction. Its σ coefficient starts quadratically from the node, while its π coefficient has slope $d(3s^2)/d\theta=12sc$, which is negative there; at $60^\circ$ the σ gain $0.0625(5000)$ is smaller than the π loss $2666.7-2.25(1000)$. At $\theta=90^\circ$ the formulas give $E_{z^2}=e_\sigma$ and $E_{x^2-y^2}=4e_\pi$, so for these parameters the two levels cross before the planar limit.

The total spread equals $E_{yz}$ and the triplet splitting equals $E_{z^2}$. Both statements say $E_{xy}-E_{z^2}-E_{yz}=0$. From the coefficients this difference is $(1.6875-0.0625-1.125)e_\sigma+(0.75-2.25-1)e_\pi=\frac12e_\sigma-\frac52e_\pi$, with $e_\delta=0$; a nonzero $e_\delta$ would add $(1.5625-1.6875-1.875)e_\delta=-2e_\delta$. The difference vanishes here because the model has $e_\delta=0$ and $e_\sigma=5e_\pi$, and the coincidence is not a property of the geometry.

Numbers in the example were calculated in double precision.
